Oscillator-Strength Sums in Time-Dependent Hartree-Fock and the Tamm-Dancoff Approximation, part 1

(Sections cited here and not found follow in the second part.)

**First half: response equations and the time-dependent Hartree-Fock sum**

The strength with which a molecule absorbs light, summed over all its transitions, determines how far the refractive index of a dilute gas of such molecules lies below 1 at high photon energy. This problem asks what two common approximations give for that sum, and why.

Atomic units are used until the worked example. The N electrons have the Hamiltonian

H = Σ_k h(k) + Σ_{k<l} v(k,l),  h = −½∇² + V(r).

The external potential V is local, meaning that it multiplies the wavefunction by a number at each point. The repulsion v(1,2) = v(2,1) is local in the same sense. The label 1 stands for the position and spin of one electron, and ∫d1 includes the sum over spin. The ground state is approximated by one determinant of real, bound spin orbitals φ_i that solve the Hartree-Fock equations. Indices i, j, k denote occupied orbitals, a, b virtual ones, and p, q, r, s any orbital. The one-particle basis is complete, so a sum over virtual orbitals includes an integral over the continuum. Define

γ(1,2) = Σ_i φ_i(1)φ_i(2),
F = h + J − K,  Fφ_p = ε_pφ_p,
J(1) = ∫d2 v(1,2)γ(2,2),
K(1,2) = v(1,2)γ(1,2),
(pq|rs) = ∫∫d1d2 φ_p(1)φ_q(1)v(1,2)φ_r(2)φ_s(2).

J is a local potential. K is an integral operator with the kernel shown, and so it is nonlocal. The light is polarised along x. Two vectors, with one component for each occupied-virtual pair, will be needed:

d_ia = ⟨a|x|i⟩,  π_ia = ⟨a|∂|i⟩,  ∂ = ∂/∂x.

**(a) Place the system in a weak field along x that oscillates at frequency ω. Linearise the time-dependent Hartree-Fock equations, find the polarisability, and read off the oscillator strengths.**

*Solution.* Each occupied orbital obeys i dφ_i/dt = Fφ_i, with F built from the orbitals of the same instant. For the operator γ = Σ_i |i⟩⟨i| this gives

i dγ/dt = [F,γ].

An electron has charge −1, so a field 2E cos ωt along x adds the potential energy xE(e^{−iωt} + e^{iωt}). To first order the density matrix becomes γ + ρe^{−iωt} + ρ†e^{iωt}. Orthonormal orbitals keep γ² = γ, and the first-order part of this condition is γρ + ργ = ρ. Its occupied-occupied block reads 2ρ_ij = ρ_ij, and its virtual-virtual block reads 0 = ρ_ab. Both blocks therefore vanish, which leaves

ρ = Σ_ia (X_ia|a⟩⟨i| + Y_ia|i⟩⟨a|).

The terms of the equation of motion that vary as e^{−iωt} are

ωρ = [F,ρ] + [δF,γ] + E[x,γ].

Here δF is the change of J − K caused by ρ. Written with ρ(1,2) = Σ_rs ρ_rs φ_r(1)φ_s(2), it has the matrix elements

⟨p|δF|q⟩ = Σ_rs ρ_rs[(pq|sr) − (pr|sq)].

The first integral comes from J and the second from K. Take the element ⟨a|…|i⟩ of the equation of motion. Since γ|i⟩ = |i⟩ and γ|a⟩ = 0, the commutators with γ give +⟨a|δF|i⟩ and +Ed_ia. The element ⟨i|…|a⟩ gives −⟨i|δF|a⟩ and −Ed_ia instead. Inserting ρ_bj = X_jb and ρ_jb = Y_jb leads to

AX + BY + Ed = ωX,
BX + AY + Ed = −ωY,

A_{ia,jb} = δ_ij δ_ab(ε_a − ε_i) + (ia|jb) − (ij|ab),
B_{ia,jb} = (ia|jb) − (ib|ja).

Both matrices are real and symmetric. Let s = X + Y and t = X − Y. The sum and the difference of the two equations are

(A+B)s + 2Ed = ωt,
(A−B)t = ωs.

I assume that A+B and A−B are positive definite, which means that the determinant is a stable energy minimum in this channel. Then the symmetric matrix (A−B)^{1/2}(A+B)(A−B)^{1/2} has positive eigenvalues ω_n² and a complete orthonormal set of eigenvectors g_n. Set

s_n = ω_n^{−1/2}(A−B)^{1/2}g_n,
t_n = ω_n^{1/2}(A−B)^{−1/2}g_n.

Direct insertion shows that (A+B)s_n = ω_n t_n and (A−B)t_n = ω_n s_n. These are the free oscillations, with E = 0. Their normalisation is s_m·t_n = δ_mn, because the g_n are orthonormal.

For the driven problem expand s = Σ_n c_n s_n. The second equation gives t = ω(A−B)^{−1}s. Since (A−B)^{−1}s_n = t_n/ω_n, this is t = ωΣ_n c_n t_n/ω_n. The first equation becomes

Σ_n c_n(ω_n − ω²/ω_n)t_n = −2Ed.

Multiplication by s_m from the left selects one coefficient:

c_m = −2E ω_m(s_m·d)/(ω_m² − ω²).

The summed displacement of the electrons contains e^{−iωt} with the coefficient Tr(xρ) = d·s, and the induced dipole is the negative of this displacement. The field contains the same factor with the coefficient E. The polarisability is therefore

α(ω) = −d·s/E = Σ_n f_n/(ω_n² − ω²),
f_n = 2ω_n(d·s_n)².

The exact polarisability has the same form, with f_n = 2ω_n|⟨0|Σ_k x_k|n⟩|². The number d·s_n thus plays the part of the transition moment, and f_n is the oscillator strength in length form.

**(b) The Tamm-Dancoff approximation (TDA) sets B = 0. Express the sum of all oscillator strengths, with and without this approximation, through A, B and d alone.**

*Solution.* In the full theory the definition of s_n gives

Σ_n ω_n s_n s_nᵀ = (A−B)^{1/2}(Σ_n g_n g_nᵀ)(A−B)^{1/2} = A − B,

because the g_n are complete. Hence

S_TDHF = Σ_n 2ω_n(d·s_n)² = 2dᵀ(A−B)d.

With B = 0 the equations for X and Y separate, and the free oscillations at positive frequency are the solutions of AZ_n = e_nZ_n. The matrix A is half the sum of A+B and A−B, so it is positive definite too and every e_n is positive. The derivation in (a) holds with A in place of both A+B and A−B. It then gives g_n = Z_n and s_n = Z_n, so that

S_TDA = Σ_n 2e_n(d·Z_n)² = 2dᵀAd.

No eigenvalue problem has to be solved to find either sum. What remains is to evaluate the two quadratic forms.

**(c) Begin with the simplest part of A, the orbital energy differences. What sum would result if the electrons responded with these alone?**

*Solution.* The quantity wanted is S₀ = 2Σ_ia(ε_a − ε_i)d_ia². The sum over a may be extended to all orbitals q. The added terms, 2Σ_ij(ε_j − ε_i)⟨j|x|i⟩², change sign when i and j are exchanged and therefore vanish. Then

S₀ = Σ_i [2⟨i|xFx|i⟩ − 2ε_i⟨i|x²|i⟩] = Σ_i ⟨i|[x,[F,x]]|i⟩.

The last step uses [x,[F,x]] = 2xFx − x²F − Fx² and Fφ_i = ε_iφ_i. The local operators V and J commute with x, which leaves the kinetic energy and the exchange operator. For the kinetic energy,

[−½∇²,x] = −∂,  [x,−∂] = ∂x − x∂ = 1,

and each electron contributes 1. The operator −K has the kernel −K(1,2). Its double commutator has the kernel

−(2x₁x₂ − x₁² − x₂²)K(1,2) = (x₁−x₂)²K(1,2).

Summed over the occupied orbitals, this gives

S₀ = N + ∫∫d1d2 (x₁−x₂)²γ(1,2)²v(1,2).

For a repulsive interaction the integral is positive, so bare Hartree-Fock orbital gaps give too much absorption. The nonlocality of exchange is the cause, since no other term of F contributes beyond N.

A one-dimensional model shows the size of the effect. Its external potential is the sum of four wells −1/√((x−c)²+1) centred at c = −3, −1, 1.2 and 3 bohr, and the repulsion is v = 1/√((x₁−x₂)²+1). The equations are solved on a grid with a spacing of 0.3 bohr. For four electrons in two closed shells the exchange integral is 4.945, and diagonalising nothing but the Fock operator gives S₀ = 8.945 = 4 + 4.945. The excess is larger than N itself. A single electron has S₀ = 2.421. In that case J and K cancel when they act on the occupied orbital, but they do not cancel in the virtual orbitals, which feel a repulsion from the electron that is to be excited.

**(d) Now include the interaction terms. Evaluate the vector (A−B)d.**

*Solution.* The integral (ia|jb) appears in both A and B and drops out of the difference:

(A−B)_{ia,jb} = δ_ij δ_ab(ε_a − ε_i) − (ij|ab) + (ib|ja).

The first term, acting on d, gives a commutator that can be worked out as in (c):

(ε_a − ε_i)d_ia = ⟨a|[F,x]|i⟩ = −π_ia − ⟨a|[K,x]|i⟩.

The kernel of [K,x] is K(1,2)x₂ − x₁K(1,2), so that

−⟨a|[K,x]|i⟩ = ∫∫d1d2 φ_a(1)(x₁−x₂)γ(1,2)v(1,2)φ_i(2).

For the two remaining terms, let P = γ be the projector on the occupied orbitals and Q the projector on the virtual ones. Define

u_j = Σ_b φ_b d_jb = Qxφ_j,  U(1,2) = Σ_j u_j(1)φ_j(2).

Summation over j and b, with the integration variables named so that φ_a always has the argument 1, gives

Σ_jb (ij|ab)d_jb = ∫∫d1d2 φ_a(1)U(1,2)v(1,2)φ_i(2),
Σ_jb (ib|ja)d_jb = ∫∫d1d2 φ_a(1)U(2,1)v(1,2)φ_i(2).

In A−B the first carries a minus sign and the second a plus sign, so the difference U(2,1) − U(1,2) is required. Completeness now enters through Q = 1 − P:

U(1,2) = x₁γ(1,2) − Σ_kj φ_k(1)⟨k|x|j⟩φ_j(2).

The double sum is symmetric in 1 and 2, because ⟨k|x|j⟩ = ⟨j|x|k⟩. It cancels in the difference, and γ(1,2) = γ(2,1), so

U(2,1) − U(1,2) = −(x₁−x₂)γ(1,2).

The interaction terms therefore contribute exactly the negative of the exchange commutator found above. What survives is

(A−B)d = −π.

This cancellation has a physical reading. Suppose that every electron receives the same small momentum k, so that each φ_j is multiplied by e^{ikx}. The density matrix becomes e^{ik(x₁−x₂)}γ(1,2). To first order its change is ik(x₁−x₂)γ(1,2), which in the notation of (a) means X = ikd and Y = −ikd. The density γ(1,1) does not change, so J stays as it was. The exchange kernel acquires the same phase factor as γ and moves along with the electrons. The term −(ij|ab) + (ib|ja) describes this adjustment of exchange. It needs X and Y together, with opposite signs.

**(e) Use this result to find the value of S_TDHF.**

*Solution.* From (b) and (d), S_TDHF = −2d·π. Insert Σ_a|a⟩⟨a| = 1 − P:

d·π = Σ_ia ⟨i|x|a⟩⟨a|∂|i⟩ = Σ_i ⟨i|x∂|i⟩ − Σ_ij ⟨i|x|j⟩⟨j|∂|i⟩.

In the first term an integration by parts is possible because bound orbitals vanish at large distance:

⟨i|x∂|i⟩ = ½∫d1 x₁∂(φ_i²) = −½∫d1 φ_i² = −½.

In the second term ⟨i|x|j⟩ is symmetric in i and j. For real orbitals ⟨j|∂|i⟩ is antisymmetric, again by partial integration, so the double sum is zero. Hence d·π = −N/2 and

S_TDHF = N.

The exact theory has the same value. With x_tot = Σ_k x_k the exact sum is ⟨0|[x_tot,[H,x_tot]]|0⟩. All potentials commute with x_tot, and the kinetic energy gives 1 for each electron. This is the Thomas-Reiche-Kuhn sum rule. Time-dependent Hartree-Fock satisfies it although its states and energies are approximate.

In the one-dimensional model, full diagonalisation of the response equations gives sums of 1.00000, 2.00000, 3.00000 and 4.00000 for one electron, a closed-shell pair, three electrons of parallel spin and two closed shells. For the last system the response terms have removed the whole excess of 4.945 found in (c).

**Second half: the Tamm-Dancoff sum, its other forms, and a molecule**

The symbols carried over are these. Occupied orbitals are i, j and virtual ones a, b. The vectors d and π have the components ⟨a|x|i⟩ and ⟨a|∂|i⟩. The response matrices are

A_{ia,jb} = δ_ij δ_ab(ε_a − ε_i) + (ia|jb) − (ij|ab),
B_{ia,jb} = (ia|jb) − (ib|ja).

Free oscillations obey (A+B)s_n = ω_n t_n and (A−B)t_n = ω_n s_n, with s_m·t_n = δ_mn. The TDA has AZ_n = e_nZ_n. The function U(1,2) = Σ_j u_j(1)φ_j(2) contains u_j = Qxφ_j, the part of xφ_j that lies in the virtual space. For real orbitals, local potentials and a complete basis, the first half found

(A−B)d = −π,  d·π = −N/2,
S_TDHF = 2dᵀ(A−B)d = N,  S_TDA = 2dᵀAd.

**(f) How far is the TDA sum from N, and does the deviation have a definite sign?**

*Solution.* Write A = (A−B) + B. Then

S_TDA = N + 2dᵀBd.

The two parts of B, contracted with d on both sides, become

Σ d_ia(ia|jb)d_jb = ∫∫d1d2 U(1,1)v(1,2)U(2,2),
Σ d_ia(ib|ja)d_jb = ∫∫d1d2 U(1,2)v(1,2)U(2,1).

In the second line φ_i and u_j have the argument 1, while φ_j and u_i have the argument 2, which produces the crossed product. The deviation is

S_TDA − N = 2∫∫d1d2 [U(1,1)U(2,2) − U(1,2)U(2,1)]v(1,2).

The TDA therefore satisfies the sum rule in length form if and only if this integral vanishes. Three cases show what can happen.

*One electron.* Here U(1,2) = u(1)φ(2). Both products in the bracket equal u(1)φ(1)u(2)φ(2), and the deviation is zero. In fact B itself is zero, because its two integrals coincide.

*A closed-shell pair.* Two electrons of opposite spin share the spatial orbital φ(r), with u = Qxφ. In the first product each spin sum gives a factor 2, so that term is 4(uφ|uφ). In the second product both spins must agree, which gives 2(uφ|uφ). With the prefactor 2,

S_TDA − 2 = 4(uφ|uφ).

This is four times the interaction integral of the density uφ with itself. The Coulomb repulsion has the positive Fourier transform 4π/q², so the integral is positive unless uφ vanishes everywhere. It does not vanish, since u = xφ − ⟨x⟩φ is not zero. For a closed-shell pair the TDA sum is thus always too large. In the one-dimensional model it is 3.908 instead of 2, and the integral gives the same excess of 1.908. The full theory avoids the error because its sum contains A−B, from which this whole contribution of B has been subtracted.

*Several electrons.* Now the crossed product can outweigh the direct one. Three electrons of parallel spin in the same model give S_TDA = 2.856, a deviation of −0.144. The sign is therefore not fixed in general. Two closed shells give 5.288 instead of 4.

Leaving out B also changes the response far below the first resonance. At zero frequency α = Σ_n f_n/ω_n². For the two closed shells this is 38.4 atomic units in the full theory and 47.1 in the TDA.

For local potentials and a complete basis, the time-dependent Hartree-Fock sum in length form equals N, while the Tamm-Dancoff sum differs from it by 2dᵀBd, which has no fixed sign in general. It remains to examine the velocity and mixed forms, to see what happens when the assumptions fail, and to apply the results to a chain of four hydrogen atoms.

Numerical values quoted here were computed with a short program.
